Why drain voltage can lower a negative-capacitance transistor's internal gate voltage

**Question.** In an ordinary short transistor, raising the drain voltage lowers the source barrier, so the threshold voltage falls. This is drain-induced barrier lowering (DIBL). Put a ferroelectric film with negative capacitance in series with the gate, and the same drain voltage can pull the internal gate voltage down, raise the barrier and reverse the sign of DIBL. How can a positive drain voltage act on the gate with a negative sign, and is stability enough to reverse DIBL?

**Answer.**

**The mechanism**

Consider a stack of outer gate, ferroelectric film, thin internal metal, oxide and channel. The outer gate is held at V_G, the internal metal floats at V_i, and the source is at zero. The internal metal carries no net charge: it has +Q on the face towards the transistor and −Q on the face towards the film, so the outer gate carries +Q. All charges and capacitances are per unit transistor width. Work-function offsets are set to zero, so there is no voltage across the film at Q = 0.

The voltage across the film is V_F = V_G − V_i. An ordinary capacitor C would have V_F = Q/C, and V_i would lie below V_G when Q is positive. A film of negative capacitance has, for small charge,

V_F = −Q/|C_F|, so V_i = V_G + Q/|C_F|.

Positive gate charge now lifts the internal gate above the outer one. The film gives a boost proportional to Q.

The drain is capacitively coupled to the internal gate. A more positive drain attracts negative charge onto the gate, so Q falls. The boost falls with it, and V_i goes down. The drain coupling itself has its usual sign; the film inverts the voltage response to the charge that the drain removes.

**The formula**

Describe the transistor below the film by two positive capacitances,

C_gg = ∂Q/∂V_i at fixed V_D,  C_gd = −∂Q/∂V_D at fixed V_i.

A small change of both voltages then changes the charge by

dQ = C_gg dV_i − C_gd dV_D.

At fixed V_G the film demands dV_i = dQ/|C_F|, that is dQ = |C_F| dV_i. Equating the two expressions gives

(|C_F| − C_gg) dV_i = −C_gd dV_D,

dV_i/dV_D = −C_gd/(|C_F| − C_gg).  (1)

The sign depends on the denominator, and stability fixes it. Let the polarization relax with a positive friction coefficient ρ:

ρ dQ/dt = V_G − V_F(Q) − V_i(Q).

For a small deviation δQ at fixed V_G and V_D, δV_F = −δQ/|C_F| and δV_i = δQ/C_gg, so

ρ d(δQ)/dt = −(1/C_gg − 1/|C_F|) δQ.

The deviation decays if |C_F| > C_gg. In that case (1) is negative. On an unstable branch, |C_F| < C_gg, the formula gives a positive slope, but the device cannot rest there. For a positive capacitor C in place of the film, dQ = −C dV_i, and the same algebra gives +C_gd/(C + C_gg).

The relaxation equation also shows what happens in time. If the drain steps faster than the polarization can respond, Q is frozen at first, provided the film has no fast dielectric response alongside its slow polarization. Setting dQ = 0 gives dV_i = +(C_gd/C_gg) dV_D: the internal gate initially jumps up, as any floating gate would. It falls below its starting value as the polarization relaxes. Equation (1) describes the settled state.

**Why a falling V_i is not yet reversed DIBL**

The current below threshold is set by the potential ψ at the top of the source barrier; a larger ψ means a lower barrier. The drain also acts on ψ directly through the channel. Represent this by capacitances C_ox from barrier point to internal gate, C_d to the drain, and C_b to source and body. Below threshold mobile charge is negligible, so the charges at this point balance:

C_ox(ψ − V_i) + C_d(ψ − V_D) + C_b ψ = 0.

With S = C_ox + C_d + C_b this gives

ψ = (C_ox V_i + C_d V_D)/S,

dψ = (dV_i + σ dV_D)/n,  σ = C_d/C_ox,  n = S/C_ox.

Holding ψ fixed in the bare transistor requires dV_i = −σ dV_D, so σ is its DIBL. With the film, two terms compete: σ dV_D lowers the barrier, while the negative dV_i raises it. At fixed V_G the barrier rises with drain voltage only if

C_gd/(|C_F| − C_gg) > σ.  (2)

The threshold shift follows by keeping ψ, and hence approximately the current, constant. Then dV_i = −σ dV_D, and the charge changes by

dQ = −(σ C_gg + C_gd) dV_D.

Since dV_G = dV_i − dQ/|C_F|, and DIBL is defined as −dV_G/dV_D,

DIBL = σ(1 − C_gg/|C_F|) − C_gd/|C_F|.  (3)

It is negative under condition (2). As |C_F| → ∞ the film has no voltage across it, and (3) returns to σ.

**Where the useful window comes from**

The gate also couples directly to drain and source through fringe capacitances C_fd and C_fs, which bypass the barrier point:

Q = C_ox(V_i − ψ) + C_fd(V_i − V_D) + C_fs V_i.

Differentiating, with ψ from the balance above,

C_gg = C_ox(C_d + C_b)/S + C_fd + C_fs,

C_gd = C_ox C_d/S + C_fd.

Condition (2) can be written |C_F| < C_gg + C_gd C_ox/C_d. On inserting the two capacitances, the terms without fringes add to C_ox(C_d + C_b + C_ox)/S = C_ox, which leaves

|C_F| < C_ox + C_fs + C_fd + C_fd C_ox/C_d.  (4)

A useful transistor must also be free of hysteresis when it is switched on. Mobile charge then weakens the response of ψ to V_i, and C_gg grows. Because ψ never falls when V_i rises, C_gg cannot exceed C_ox + C_fs + C_fd. Thus

|C_F| ≥ C_ox + C_fs + C_fd  (5)

guarantees stability throughout. Between (5) and (4) lies a window of width C_fd C_ox/C_d, opened by the direct drain fringe. Without fringes both limits coincide at C_ox. A narrow window then survives because (5) is sufficient but not necessary: the channel's finite density of states keeps C_gg below its bound, and |C_F| grows with polarization.

**The number**

Take a hafnium-zirconium oxide film of thickness t = 8 nm on a silicon transistor with gate length L = 30 nm and equivalent oxide thickness 1 nm, at 300 K. Rough typical film values are a remanent polarization P_r = 17 µC/cm² and a coercive field E_c = 1 MV/cm. Take the polarization uniform and set P = Q/L, which neglects the term ε₀ε_bE that the vacuum and any background permittivity ε_b add to the electrode charge. Use the Landau law

E = 2αP(1 − P²/P_r²), with α < 0.

Its field is extremal at P = P_r/√3 in magnitude, where |E| = 4|α|P_r/(3√3). Identifying this with E_c gives

|α| = 3√3 E_c/(4P_r) = 7.64 × 10⁸ m/F.

Near P = 0, V_F = tE = −2|α|tQ/L, so

|C_F| = L/(2|α|t) = 2.454 fF/µm.

The neglected term is a positive capacitance ε₀ε_bL/t in parallel with the film, and it reduces |C_F|. With α unchanged, ε_b = 1 gives 2.42 fF/µm and moves the DIBL found below from −57 to −58 mV/V. For ε_b = 5 the DIBL is −65 mV/V, and for ε_b = 25 it is about −116 mV/V. The numbers that follow are for ε_b = 0.

The oxide gives C_ox = 1.036 fF/µm. The other capacitances are chosen as C_d = 0.06, C_b = 0.10 and C_fd = C_fs = 0.20 fF/µm. Hence S = 1.196 fF/µm, n = 1.154, σ = 57.9 mV/V, C_gg = 0.539 fF/µm and C_gd = 0.252 fF/µm. Equation (1) becomes

dV_i/dV_D = −0.252/(2.454 − 0.539) = −0.132 V/V.

A positive capacitor of the same size would give +0.252/(2.454 + 0.539) = +0.084 V/V.

Now hold V_G at 0.2 V and raise the drain from 0.1 to 0.8 V. The values below come from numerical root finding for the full film law, with mobile electrons injected from source and drain included. Their density is that of two silicon valleys with mass 0.19 electron masses, and the source barrier is 0.45 eV at ψ = 0. The current is the thermal ballistic current over the barrier.

- Gate charge goes from +0.106 to −0.120 fC/µm.
- Film voltage V_F goes from −43 to +49 mV.
- Internal gate voltage V_i goes from 243 to 151 mV.
- Barrier potential ψ goes from 216 to 171 mV.

The charge even changes sign, so the boost becomes a loss. The drain fringe dominates this change: C_fd(V_i − V_D) goes from 0.20 × 0.143 = +0.029 to 0.20 × (−0.649) = −0.130 fC/µm, a change of −0.158 out of −0.226 fC/µm.

The barrier shift follows from the two competing terms: V_i contributes −92 mV, the direct drain action contributes 0.0579 × 700 = +41 mV, and their sum divided by n is −45 mV. The current drops from 0.046 to 0.008 µA/µm. Without the film, at the same V_G, it rises from 0.011 to 0.043 µA/µm.

If the drain step is abrupt and Q is frozen while the electrons respond at once, V_i first jumps from 243 to 499 mV. The linear estimate, 243 + 700 × 0.252/0.539 ≈ 570 mV, is too high. It would put ψ at about 0.53 V, beyond the 0.45 V at which the source barrier vanishes, so electrons enter the channel and increase C_gg. Afterwards V_i relaxes to 151 mV. A fast background permittivity lets Q change during the step and shrinks the jump: V_i goes from 247 to 464 mV for ε_b = 5, and from 276 to 400 mV for ε_b = 25.

For DIBL, equation (3) gives

57.9 × (1 − 0.539/2.454) − 1000 × 0.252/2.454 ≈ −57 mV/V.

Defining threshold by a current of 0.1 µA/µm, the numerical model moves it from 218 to 258 mV, which also gives −57 mV/V after division by 0.7 V. The bare transistor has +59 mV/V by the same criterion.

Reversal therefore needs |C_F| below 4.89 fF/µm, or a film thicker than about 4.0 nm. Condition (5) guarantees freedom from hysteresis up to 13.7 nm. Scanning the calculated gate curves at drain voltages of 0, 0.4 and 0.8 V puts the first loss of single-valuedness near 16 nm. With both fringes removed, reversal begins near 19 nm and hysteresis near 22 nm, a much narrower relative window. These thicknesses hold for the stated L, oxide and film constants.

**What a real device changes**

The film constants, gate length and oxide thickness are in a realistic range, but uniform polarization is a severe assumption. The internal metal responds to the mean polarization alone. Consider a deviation A cos(πx/L) along the gate: it leaves Q and V_i unchanged, so the transistor supplies no restoring force. If polarization gradients cost an energy density (g/2)(dP/dx)², the average energy density of this deviation near P = 0 is

(A²/2)[−|α| + (g/2)(π/L)²].

Stability requires √(g/(2|α|)) > L/π, here 9.5 nm. In this model a domain wall has the profile P_r tanh(x/√(g/|α|)), so its width is about 2√(g/|α|), and the requirement corresponds to walls more than 27 nm wide. Domain walls in hafnia are roughly a nanometre wide or less, which suggests a correlation length far too short. A gate wider than it is long makes the requirement stricter still, because the deviation can run along the width. Without some other mechanism that keeps the polarization uniform, the film should split into domains. In the ideal limit of freely moving walls, the mean polarization changes at zero field. Then V_F = 0, V_i = V_G, and DIBL returns from −57 to about +59 mV/V. The example is thus the behaviour of a uniformly polarized film, not a prediction for an arbitrary hafnia stack. Identifying E_c with the Landau extremum carries the same assumption, since domain nucleation can switch a film at a lower field.

Leakage limits the neutrality of the floating metal. For a rough estimate, build the oxide from 0.6 nm of silica and 2.05 nm of an insulator with relative permittivity 20. Take barriers of 3.1 and 1.5 eV, tunnelling masses of 0.5 and 0.15 electron masses, and an attempt frequency of 0.2 eV divided by Planck's constant. For the on-state electrons at V_G = 0.7 V and V_D = 0.8 V, semiclassical tunnelling through flat barriers then gives about 1.4 A/cm². Tilting the barriers by the oxide field at this bias raises the estimate to about 5 A/cm². Such currents would supply the 0.75 µC/cm² displaced by the drain step in roughly 0.55 and 0.15 µs, respectively. Tunnelling depends exponentially on these inputs, and leakage below threshold is a separate matter, so this is only a scale. Over times long enough for leakage to act, the conductances of film and oxide help to set V_i, and (1) no longer suffices.

Moderate warming of the film weakens the reversal without undoing it. If |α| falls linearly to zero at a rough 700 K, warming the film alone from 300 to 358 K raises |C_F| and changes DIBL from −57 to −40 mV/V. At the on-state bias above, the film field is 0.3 MV/cm, below E_c, while the silica-equivalent oxide field is 4 MV/cm. In the two-layer oxide above, this means 4 MV/cm in the silica and 0.8 MV/cm in the other insulator, so both carry a higher field than the film.

So stability makes the internal gate voltage fall, given positive gate-drain coupling. Reversed DIBL needs that fall to outweigh the drain's direct pull on the barrier, and both conclusions rest on the film staying uniformly polarized.
